# Normal-Incidence Transmission of Longitudinal Sound Between Silicon and Silica: a numerical check

```python
# Result under test: at normal incidence on a sharp bonded boundary, the
# transmitted fraction of acoustic energy is T = 4 Z1 Z2 / (Z1 + Z2)^2,
# which is about 0.96 for longitudinal sound between silicon and silica.
# Symbols: rho density (g/cm3), c longitudinal speed (km/s = nm/ps),
# Z = rho c impedance (10^6 kg/(m2 s)), M = rho c^2 modulus (GPa),
# v particle velocity, s tensile stress, lengths in nm, times in ps.
import numpy as np

SILICON = (2.33, 8.430)
SILICA = (2.20, 5.970)


def impedance(medium):
    return medium[0] * medium[1]


def energy_transmission(z1, z2):
    return 4 * z1 * z2 / (z1 + z2) ** 2


def send_pulse(first, second, width):
    """Integrate the equations of motion for a pulse crossing x = 0.

    Returns transmitted and reflected energy fractions and the signed
    peak velocities of the transmitted and reflected pulses.
    """
    dx, half_cells, start = 0.5, 2000, -300.0
    nodes = dx * np.arange(-half_cells, half_cells + 1)
    cells = 0.5 * (nodes[1:] + nodes[:-1])
    rho_cell = np.where(cells < 0, first[0], second[0])
    speed_cell = np.where(cells < 0, first[1], second[1])
    modulus = rho_cell * speed_cell ** 2
    rho_node = np.empty(nodes.size)
    rho_node[1:-1] = 0.5 * (rho_cell[1:] + rho_cell[:-1])
    rho_node[0], rho_node[-1] = rho_cell[0], rho_cell[-1]
    dt = 0.9 * dx / max(first[1], second[1])
    # velocity is known at whole time steps, stress half a step later
    v = np.exp(-0.5 * ((nodes - start) / width) ** 2)
    shifted = cells - start - 0.5 * first[1] * dt
    s = -impedance(first) * np.exp(-0.5 * (shifted / width) ** 2)

    def energies():
        kinetic = 0.5 * rho_node * v ** 2 * dx
        elastic = 0.5 * s ** 2 / modulus * dx
        left = kinetic[nodes < 0].sum() + elastic[cells < 0].sum()
        right = kinetic[nodes > 0].sum() + elastic[cells > 0].sum()
        return left, right

    initial = sum(energies())
    for _ in range(int(round(500.0 / first[1] / dt))):
        v[1:-1] += dt * (s[1:] - s[:-1]) / (rho_node[1:-1] * dx)
        s += dt * modulus * (v[1:] - v[:-1]) / dx
    left, right = energies()
    v_left, v_right = v[nodes < 0], v[nodes > 0]
    peak_left = v_left[np.argmax(abs(v_left))]
    peak_right = v_right[np.argmax(abs(v_right))]
    return right / initial, left / initial, peak_right, peak_left


def layer_transmission(first, layer, last, thickness, frequency):
    """Solve the four continuity equations; frequency in THz.

    Unknowns: reflected wave, two waves in the layer, transmitted wave.
    """
    z1, z2, z3 = impedance(first), impedance(layer), impedance(last)
    phase = np.exp(2j * np.pi * frequency * thickness / layer[1])
    matrix = np.array([[-1, 1, 1, 0],
                       [z1, z2, -z2, 0],
                       [0, phase, 1 / phase, -1],
                       [0, z2 * phase, -z2 / phase, -z3]], dtype=complex)
    r, _, _, t = np.linalg.solve(matrix, np.array([1, z1, 0, 0], dtype=complex))
    transmitted = z3 / z1 * abs(t) ** 2
    assert abs(transmitted + abs(r) ** 2 - 1) < 1e-10
    return transmitted


def longitudinal_speed(direction, c11, c12, c44, rho):
    """Largest sound speed from the Christoffel matrix of a cubic crystal."""
    n = np.array(direction, dtype=float)
    n /= np.linalg.norm(n)
    matrix = (c12 + c44) * np.outer(n, n)
    np.fill_diagonal(matrix, c11 * n ** 2 + c44 * (1 - n ** 2))
    return np.sqrt(np.linalg.eigvalsh(matrix)[-1] / rho)


z_si, z_ox = impedance(SILICON), impedance(SILICA)
T = energy_transmission(z_si, z_ox)
R = ((z_si - z_ox) / (z_si + z_ox)) ** 2
assert round(100 * T) == 96

print("INPUTS AND IDEAL BOUNDARY")
for name, medium in (("silicon", SILICON), ("silica", SILICA)):
    print(f"{name}: density {medium[0]:.2f} g/cm3, speed {1000*medium[1]:.0f} m/s")
    print(f"{name}: impedance {impedance(medium):.3f} 10^6 kg/(m2 s)")
print(f"impedance ratio silicon/silica: {z_si/z_ox:.4f}")
print(f"energy transmission T: {T:.4f} = {100*T:.2f} percent")
print(f"energy reflection R: {R:.4f} = {100*R:.2f} percent")
print(f"velocity factor t, silicon to silica: {2*z_si/(z_si+z_ox):.4f}")
print(f"stress factor, silicon to silica: {2*z_ox/(z_si+z_ox):.4f}")
print(f"velocity reflection r, silicon side: {(z_si-z_ox)/(z_si+z_ox):.4f}")
print(f"velocity factor t, silica to silicon: {2*z_ox/(z_si+z_ox):.4f}")

print("PULSES SENT THROUGH THE BOUNDARY (time integration)")
for label, first, second in (("silicon to silica", SILICON, SILICA),
                             ("silica to silicon", SILICA, SILICON)):
    # the faster second medium stretches the pulse, so widths stay modest
    for width in (12.0, 24.0):
        sent, back, peak_t, peak_r = send_pulse(first, second, width)
        z1, z2 = impedance(first), impedance(second)
        assert abs(sent - T) < 1e-3
        assert abs(back - R) < 1e-3
        assert abs(sent + back - 1) < 1e-3
        assert abs(peak_t - 2 * z1 / (z1 + z2)) < 3e-3
        assert abs(peak_r - (z1 - z2) / (z1 + z2)) < 3e-3
        print(f"{label}, width {width:.0f} nm: T {sent:.4f}, R {back:.4f}, "
              f"t {peak_t:.4f}, r {peak_r:.4f}")

print("NEGLECTED EFFECTS")
frequency = 0.050
print(f"example frequency: {1000*frequency:.0f} GHz")
print(f"wavelength in silicon: {SILICON[1]/frequency:.1f} nm")
print(f"wavelength in silica: {SILICA[1]/frequency:.1f} nm")

# Oxide film between two silicon half-spaces, continuous wave
film = 100.0
scan = np.arange(0.001, 0.0300001, 0.00001)
film_T = np.array([layer_transmission(SILICON, SILICA, SILICON, film, f)
                   for f in scan])
mismatch = z_si / z_ox - z_ox / z_si
film_formula = 1 / (1 + 0.25 * mismatch ** 2
                    * np.sin(2 * np.pi * scan * film / SILICA[1]) ** 2)
assert np.max(abs(film_T - film_formula)) < 1e-10
lowest = np.argmin(film_T)
assert abs(scan[lowest] - SILICA[1] / (4 * film)) < 2e-5
film_at_example = layer_transmission(SILICON, SILICA, SILICON, film, frequency)
print(f"buried oxide thickness: {film:.0f} nm")
print(f"film: lowest T {film_T[lowest]:.4f} at {1000*scan[lowest]:.2f} GHz")
print(f"film: T at the example frequency {film_at_example:.4f}")

# Direction of travel in the silicon crystal, rough elastic constants
c11, c12, c44 = 166.0, 64.0, 80.0
speed_100 = longitudinal_speed((1, 0, 0), c11, c12, c44, SILICON[0])
speed_111 = longitudinal_speed((1, 1, 1), c11, c12, c44, SILICON[0])
assert abs(speed_100 / SILICON[1] - 1) < 0.01
assert abs(speed_111 - np.sqrt((c11 + 2*c12 + 4*c44) / (3*SILICON[0]))) < 1e-10
T_111 = energy_transmission(SILICON[0] * speed_111, z_ox)
print(f"rough C11, C12, C44 of silicon: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"speed along [100]: {1000*speed_100:.0f} m/s")
print(f"speed along [111]: {1000*speed_111:.0f} m/s")
print(f"T for travel along [111]: {T_111:.4f}")

# Weakly bonded boundary layer with assumed properties
weak, weak_thickness = (2.20, 3.0), 1.0
assert abs(layer_transmission(SILICON, weak, SILICA, 0.0, frequency) - T) < 1e-10
print(f"weak layer (assumed): {weak_thickness:.0f} nm, {weak[0]:.2f} g/cm3, "
      f"{1000*weak[1]:.0f} m/s")
for f in (frequency, 1.0):
    value = layer_transmission(SILICON, weak, SILICA, weak_thickness, f)
    print(f"weak layer: T at {1000*f:.0f} GHz {value:.4f}")

# Absorption on the way through the oxide, rough energy decay length
decay_length = 3000.0
loss = 1 - np.exp(-film / decay_length)
print(f"rough energy decay length in silica at 50 GHz: {decay_length:.0f} nm")
print(f"energy absorbed in {film:.0f} nm of silica: {100*loss:.1f} percent")

# Sensitivity to the silica speed
T_shifted = energy_transmission(z_si, 1.01 * z_ox)
print(f"T with silica speed raised by 1 percent: {T_shifted:.4f}")
print(f"change of T: {100*(T_shifted-T):.2f} percentage points")

print("no test failed")
```

Running it gives:

```
INPUTS AND IDEAL BOUNDARY
silicon: density 2.33 g/cm3, speed 8430 m/s
silicon: impedance 19.642 10^6 kg/(m2 s)
silica: density 2.20 g/cm3, speed 5970 m/s
silica: impedance 13.134 10^6 kg/(m2 s)
impedance ratio silicon/silica: 1.4955
energy transmission T: 0.9606 = 96.06 percent
energy reflection R: 0.0394 = 3.94 percent
velocity factor t, silicon to silica: 1.1986
stress factor, silicon to silica: 0.8014
velocity reflection r, silicon side: 0.1986
velocity factor t, silica to silicon: 0.8014
PULSES SENT THROUGH THE BOUNDARY (time integration)
silicon to silica, width 12 nm: T 0.9606, R 0.0394, t 1.1986, r 0.1987
silicon to silica, width 24 nm: T 0.9606, R 0.0394, t 1.1986, r 0.1986
silica to silicon, width 12 nm: T 0.9606, R 0.0394, t 0.8014, r -0.1986
silica to silicon, width 24 nm: T 0.9606, R 0.0394, t 0.8014, r -0.1986
NEGLECTED EFFECTS
example frequency: 50 GHz
wavelength in silicon: 168.6 nm
wavelength in silica: 119.4 nm
buried oxide thickness: 100 nm
film: lowest T 0.8540 at 14.92 GHz
film: T at the example frequency 0.8895
rough C11, C12, C44 of silicon: 166, 64, 80 GPa
speed along [100]: 8441 m/s
speed along [111]: 9372 m/s
T for travel along [111]: 0.9381
weak layer (assumed): 1 nm, 2.20 g/cm3, 3000 m/s
weak layer: T at 50 GHz 0.9508
weak layer: T at 1000 GHz 0.5626
rough energy decay length in silica at 50 GHz: 3000 nm
energy absorbed in 100 nm of silica: 3.3 percent
T with silica speed raised by 1 percent: 0.9625
change of T: 0.19 percentage points
no test failed
```
